# Frontier orbitals of a bent bis(cyclopentadienyl)metal fragment and its equatorial ligands

## Definitions and conventions

The fragment is Cp\(_2\)M with two flat, fivefold-symmetric rings. The metal is at the origin, \(z\) is the twofold axis pointing to the open side, and the ring centroids lie in the \(xz\) plane. The equatorial plane is \(yz\). With \(\theta\) the centroid–M–centroid angle, \(s=\sin(\theta/2)\) and \(c=\cos(\theta/2)\), the centroid directions are

\[
\mathbf n_\pm=(\pm s,0,-c).
\]

Parallel rings have \(\theta=180^\circ\), so \(s=1\), \(c=0\).

In \(C_{2v}\), reflection \(x\to-x\) leaves \(a_1\) and \(b_2\) unchanged and reverses \(b_1\) and \(a_2\). Reflection \(y\to-y\) leaves \(a_1\) and \(b_1\) unchanged and reverses the other two. I call orbitals even or odd by their behaviour under \(x\to-x\).

The model is a one-electron model in an orthogonal basis. Metal–ring coupling is proportional to overlap, and the rings do not couple directly to each other. The metal d level is the zero of energy. Each ring counts as a six-electron anionic donor and each further ligand as an electron-pair donor.

## Simple case: one ring, then two parallel rings

Let \(V\) contain the couplings between metal orbitals and one ring with Hamiltonian \(H_R\). The ring rows of the eigenvalue equation give \(\mathbf c_R=(E-H_R)^{-1}V^T\mathbf c_M\). Inserting this in the metal rows adds to the metal Hamiltonian

\[
\Sigma(E)=V(E-H_R)^{-1}V^T .
\]

A rotation by \(72^\circ\) about the ring axis maps the ring onto itself. It multiplies the element of \(\Sigma\) between angular momenta \(m\) and \(m'\) by a phase \(e^{\pm 2\pi i(m-m')/5}\). The element must therefore vanish unless \(m-m'\) is a multiple of 5. For s, p and d orbitals \(|m-m'|\le4\), so only \(m=m'\) survives. A mirror plane containing the ring axis makes \(+m\) and \(-m\) equivalent. The ring thus acts on the metal as an axial ligand, and turning it about its axis changes no level in this model. The argument holds for any ring axis of order five or higher. It fails if the rings interact directly, slip sideways or distort to a lower axial symmetry.

On the d shell, replacing \(E\) by zero gives the second-order parameters

\[
e_\lambda=\frac{V_\lambda^2}{0-E_\lambda},\qquad \lambda=\sigma,\pi,\delta ,
\]

where \(V_\lambda\) couples a normalized d orbital to the ring orbital of matching symmetry: \(a_1\), \(e_1\) or \(e_2\). Filled ring orbitals below the d level give positive \(e_\lambda\); empty ones above it give negative \(e_\lambda\).

The worked example is a generic fragment with round parameters. A Hückel ring with carbon level \(-2\) eV and coupling \(-3\) eV has \(E_{a_1}=-2+2(-3)=-8\) eV, \(E_{e_1}=-3.854\) eV and \(E_{e_2}=2.854\) eV. Explicit overlaps then give

\[
e_\sigma=0.156,\qquad e_\pi=0.652,\qquad e_\delta=-0.125\ \text{eV}.
\]

For parallel rings on \(\pm x\), the two contributions add:

- \(d_{x^2}\): \(2e_\sigma=0.311\) eV;
- \(d_{z^2-y^2}\) and \(d_{yz}\): \(2e_\delta=-0.250\) eV;
- \(d_{xz}\) and \(d_{xy}\): \(2e_\pi=1.304\) eV.

The three lower orbitals are even and the two upper ones odd. Bending keeps the reflection \(x\to-x\), so this 3 + 2 division by parity survives. The energy gap need not.

## Counting orbitals after bending

The metal orbitals are classified as follows.

- \(a_1\): s, \(p_z\), \(d_{x^2}\), \(d_{z^2-y^2}\)
- \(b_2\): \(p_y\), \(d_{yz}\)
- \(b_1\): \(p_x\), \(d_{xz}\)
- \(a_2\): \(d_{xy}\)

Each ring has three filled \(\pi\) orbitals: the nodeless one, one \(e_1\) orbital even in \(y\), and one odd in \(y\). Sums and differences over the two rings turn each of the first two into \(a_1+b_1\), and the third into \(b_2+a_2\). The donors are therefore \(2a_1+b_2+2b_1+a_2\).

A metal combination \(\mathbf u\) is donor-free if \(\mathbf u^TV_D=0\), where \(V_D\) is the \(9\times6\) coupling matrix to the filled ring orbitals. If \(V_D\) has rank 6, there are \(9-6=3\) such combinations. Subtracting within each symmetry gives

\[
(4a_1+2b_2+2b_1+a_2)-(2a_1+b_2+2b_1+a_2)=2a_1+b_2 .
\]

All three are even. The rank condition is needed: an accidental zero coupling would leave more. At \(\theta=140^\circ\) the smallest singular value of the donor overlap matrix is 0.313, well away from zero.

The donor-free combinations are s–p–d hybrids. The frontier eigenstates have the same number and symmetries but are not the same functions, because admixing s and p costs promotion energy and the empty \(e_2\) orbitals also act. A d-only treatment is a useful first description, whose error is checked below.

## The d levels of the bent fragment

Write a d orbital as a real symmetric traceless tensor \(T\), with angular part proportional to \(\mathbf r\cdot T\cdot\mathbf r\) and \(\mathrm{Tr}\,T^2=1\). The overlap of two such orbitals is \(\mathrm{Tr}\,TT'\). The required orbitals are

\[
T_a=\sqrt{\tfrac32}\left(\hat x\hat x-\tfrac13\mathbf 1\right),\qquad
T_b=\frac{\hat z\hat z-\hat y\hat y}{\sqrt2},\qquad
T_{yz}=\frac{\hat y\hat z+\hat z\hat y}{\sqrt2},
\]

with \(T_{xz}\) and \(T_{xy}\) formed like \(T_{yz}\). Here \(a\) means \(d_{x^2}\) and \(b\) means \(d_{z^2-y^2}\).

Each ring has a local frame \(\mathbf n_\pm,\mathbf m_\pm,\hat y\), with \(\mathbf m_\pm=(\pm c,0,s)\); indeed \(\mathbf m_\pm\cdot\mathbf n_\pm=sc-sc=0\). Taking traces with the local \(\sigma,\pi,\delta\) tensors gives the amplitudes

\[
\sigma=\sqrt{\tfrac32}\,\mathbf n T\mathbf n,\quad
\pi_m=\sqrt2\,\mathbf mT\mathbf n,\quad
\pi_y=\sqrt2\,\hat yT\mathbf n,
\]
\[
\delta_m=\frac{\mathbf mT\mathbf m-\hat yT\hat y}{\sqrt2},\quad
\delta_y=\sqrt2\,\mathbf mT\hat y .
\]

For \(d_{yz}\), the nonzero amplitudes are \(\pi_y=n_z=-c\) and \(\delta_y=m_z=s\). For \(d_{xy}\), they are \(\pi_y=n_x=\pm s\) and \(\delta_y=m_x=\pm c\). Squaring and adding the two rings,

\[
E_{b_2}=2(e_\pi c^2+e_\delta s^2),\qquad
E_{a_2}=2(e_\pi s^2+e_\delta c^2).
\]

For \(d_{xz}\), \(\sigma=\sqrt3\,n_xn_z=\mp\sqrt3\,sc\), \(\pi_m=m_xn_z+m_zn_x=\pm(s^2-c^2)\) and \(\delta_m=m_xm_z=\pm sc\). Since \(2sc=\sin\theta\) and \(s^2-c^2=-\cos\theta\),

\[
E_{b_1}=2\left(\tfrac34e_\sigma\sin^2\theta+e_\pi\cos^2\theta+\tfrac14e_\delta\sin^2\theta\right).
\]

The two \(a_1\) orbitals have the same amplitudes on both rings:

\[
a:\quad \sigma=\frac{3s^2-1}{2},\quad \pi_m=\sqrt3\,sc,\quad \delta_m=\frac{\sqrt3}{2}c^2;
\]
\[
b:\quad \sigma=\frac{\sqrt3}{2}c^2,\quad \pi_m=-sc,\quad \delta_m=\frac{1+s^2}{2}.
\]

Products of these amplitudes, weighted by \(e_\lambda\) and doubled, give

\[
H_{aa}=2\left[\frac{e_\sigma(3s^2-1)^2}{4}+3e_\pi s^2c^2+\frac34e_\delta c^4\right],
\]
\[
H_{bb}=2\left[\frac34e_\sigma c^4+e_\pi s^2c^2+\frac{e_\delta(1+s^2)^2}{4}\right],
\]
\[
H_{ab}=2\left[\frac{\sqrt3}{4}e_\sigma(3s^2-1)c^2-\sqrt3e_\pi s^2c^2+\frac{\sqrt3}{4}e_\delta c^2(1+s^2)\right].
\]

The negative \(\pi\) term comes from the opposite signs of the two \(\pi_m\) amplitudes. These formulas passed a test against explicit five-carbon rings, arbitrarily rotated, at five angles from \(180^\circ\) to \(100^\circ\).

### Limit of a small bend

At \(c=0\) the parallel levels return. For small \(\epsilon=c^2\), \(E_{b_2}\) and \(H_{bb}\) both start as \(2e_\delta+2(e_\pi-e_\delta)\epsilon\), so the degenerate pair does not split at first order. At the next order, \(H_{bb}-E_{b_2}=2\epsilon^2(\tfrac34e_\sigma-e_\pi+\tfrac14e_\delta)\), while \(H_{ab}\simeq\sqrt3\,\epsilon(e_\sigma-2e_\pi+e_\delta)\) repels the \(a_1\) levels across the gap \(2(e_\sigma-e_\delta)\). Hence

\[
E_{1a_1}-E_{b_2}\simeq
2\epsilon^2\left(\tfrac34e_\sigma-e_\pi+\tfrac14e_\delta\right)
-\frac{3\epsilon^2(e_\sigma-2e_\pi+e_\delta)^2}{2(e_\sigma-e_\delta)} .
\]

Both terms are negative for the example, so \(1a_1\) moves below \(b_2\). At \(140^\circ\), \(\epsilon=0.117\) and this leading expression gives about \(-0.13\) eV, against \(-0.085\) eV from the full matrix. That angle already needs the matrix.

### Numbers at \(\theta=140^\circ\)

With \(s^2=0.883\) and \(c^2=0.117\),

\[
E_{b_2}=2[0.652(0.117)-0.125(0.883)]=-0.068\ \text{eV}.
\]

The \(a_1\) matrix has \(H_{aa}=0.613\), \(H_{bb}=-0.084\) and \(H_{ab}=-0.231\) eV. Its eigenvalues are

\[
0.265\pm\sqrt{0.348^2+0.231^2}=0.265\pm0.418\ \text{eV},
\]

which gives \(1a_1=-0.154\) eV and \(2a_1=0.683\) eV. The odd levels are \(b_1=0.836\) and \(a_2=1.122\) eV. The normalized lower orbital is

\[
1a_1=0.289\,d_{x^2}+0.957\,d_{z^2-y^2}.
\]

The \(2a_1\) level rises on bending and meets \(b_1\) at about \(136^\circ\) in this second-order d-only model. Stronger bending puts it above \(b_1\). Adding metal s and p orbitals moves the crossing to about \(132^\circ\). The angle belongs to these round parameters and is not a prediction for real metallocenes: in an extended Hückel treatment of Cp\(_2\)Ti, \(2a_1\) lies about 1.5 eV below \(b_1\) at \(140^\circ\) and is still below it at \(120^\circ\). The statement that three orbitals belong to the equatorial set rests on parity, which holds whether or not they are the three lowest.

### How far to trust these levels

The second-order treatment replaces \(\Sigma(E)\) by \(\Sigma(0)\). Since \(E\) is of order \(V^2\), and so is \(d\Sigma/dE\), the leading error is of order \(V^4\). In a test at weak coupling, halving the coupling reduced the largest error by a factor of 15.9, close to \(2^4\).

At full coupling the correction is visible. Diagonalizing the d-only model with explicit rings gives \(-0.142\), \(-0.061\) and \(0.600\) eV for \(1a_1\), \(b_2\) and \(2a_1\). The largest discrepancy is in \(a_2\): 1.122 eV to second order against 0.892 eV, an error of 26% relative to the diagonalized value.

Adding metal s and p orbitals lowers the three even levels to \(-0.163\), \(-0.097\) and \(0.472\) eV. The largest change is in \(2a_1\), yet its d weight remains 0.90. The \(a_2\) level cannot change, because no s or p orbital has that symmetry. Symmetry allows the \(b_1\) level to mix with \(p_x\), but with these parameters it stays at 0.702 eV.

## One additional ligand

A \(\sigma\) ligand in direction \(\mathbf l\) couples to a d orbital with relative amplitude \(\sqrt{3/2}\,\mathbf lT\mathbf l\). In the equatorial plane let \(\mathbf l=(0,\sin\varphi,\cos\varphi)\). In the order \(d_{x^2},d_{z^2-y^2},d_{yz}\), the amplitudes are

\[
\mathbf a(\varphi)=\left(-\frac12,\ \frac{\sqrt3}{2}\cos2\varphi,\ \frac{\sqrt3}{2}\sin2\varphi\right),\qquad |\mathbf a|^2=\frac14+\frac34=1 .
\]

The entire d overlap of an equatorial \(\sigma\) ligand lies in the three even orbitals.

Outside the plane, the amplitudes on \(d_{xz}\) and \(d_{xy}\) are \(\sqrt3l_xl_z\) and \(\sqrt3l_xl_y\). The share of squared overlap lost to these odd orbitals is

\[
3l_x^2(l_z^2+l_y^2)=3l_x^2(1-l_x^2).
\]

At \(45^\circ\) out of the plane it is \(3\cdot\tfrac12\cdot\tfrac12=0.75\). The loss also vanishes along \(x\), but for nearly parallel rings that direction is occupied by a ring. For moderate tilts, staying in the plane keeps the overlap with the available orbitals.

Let each ligand add \(e_L\mathbf a\mathbf a^T\), with \(e_L=2\) eV. A ligand at \(\varphi=0\) leaves \(b_2\) at \(-0.068\) eV, since \(\sin2\varphi=0\). The \(a_1\) matrix becomes

\[
\begin{pmatrix}0.613+0.500&-0.231-0.866\\-0.231-0.866&-0.084+1.500\end{pmatrix}\text{eV},
\]

with eigenvalues 0.157 and 2.372 eV. One metal orbital has become strongly metal–ligand antibonding; its bonding partner is mainly on the ligand. Two metal orbitals remain available.

## Two ligands and the remaining orbital

For ligands at \(\pm\varphi\), the antisymmetric ligand combination couples to \(b_2\) and the symmetric one to \(a_1\). The \(a_1\) coupling direction is \(\mathbf v=(-\tfrac12,\tfrac{\sqrt3}{2}\cos2\varphi)\). The orthogonal combination, which feels no ligand, is

\[
w\propto\sqrt3\cos2\varphi\;d_{x^2}+d_{z^2-y^2}.
\]

In the strong-ligand limit, \(w\) is the remaining eigenstate, provided \(\sin2\varphi\neq0\); for a trans pair along \(y\), \(b_2\) is left uncoupled as well. For finite \(e_L>0\), the \(a_1\) matrix is \(H+2e_L\mathbf v\mathbf v^T\). The added term cannot lower an eigenvalue, so the lowest possible energy is that of the ligand-free \(1a_1\). It is reached when \(\mathbf v\) is orthogonal to the \(1a_1\) coefficients \((c_a,c_b)\):

\[
-\frac12c_a+\frac{\sqrt3}{2}c_b\cos2\varphi=0
\quad\Longrightarrow\quad
\cos2\varphi=\frac{c_a}{\sqrt3\,c_b}.
\]

The ligands then sit on the nodes of \(1a_1\). Such an angle exists if \(|c_a|\le\sqrt3|c_b|\). Here \(\cos2\varphi=0.289/(1.732\times0.957)=0.174\), so the L–M–L angle is \(2\varphi=80^\circ\). In the limit of parallel rings \(c_a\to0\) and it tends to \(90^\circ\). A numerical minimization with explicit ligand overlaps passed the test of this condition.

At this angle the equatorial levels are \(-0.154\), 1.774 and 2.841 eV. The first is the unchanged \(1a_1\). Its amplitude in the plane is \(-0.144+0.829\cos2\varphi\): \(0.685\) along \(z\), between the ligands, and \(-0.973\) along \(y\). The larger lobes point sideways.

In a \(d^2\) fragment this orbital holds the metal pair, and \(80^\circ\) is the angle that this pair alone prefers. A real geometry also depends on the bonding pairs, ligand repulsion and s–p mixing. In a \(d^0\) fragment the orbital is empty and can accept a third donor.

## Three ligands and the limit of capacity

Two equatorial ligands separated by \(\Delta\) have amplitude overlap

\[
\mathbf a_i\cdot\mathbf a_j=\frac14+\frac34\cos2\Delta=\frac{3\cos^2\Delta-1}{2}.
\]

Three ligands can engage all three orbitals if their vectors are linearly independent. Taking the constants out of the columns,

\[
|\det|=\frac38\left|\sin u+\sin v+\sin w\right|,
\]

where \(u=2(\varphi_3-\varphi_2)\), \(v=2(\varphi_1-\varphi_3)\), \(w=2(\varphi_2-\varphi_1)\), and \(u+v+w=0\). Using \(w=-(u+v)\),

\[
\sin u+\sin v-\sin(u+v)=4\sin\frac u2\sin\frac v2\sin\frac{u+v}2 .
\]

Therefore, with \(\varphi_{ij}=\varphi_i-\varphi_j\),

\[
|\det|=\frac32\left|\sin\varphi_{12}\sin\varphi_{23}\sin\varphi_{13}\right|.
\]

The three M–L lines divide a half-turn into gaps that add to \(180^\circ\). Because \(\ln\sin\) is concave, equal gaps of \(60^\circ\) maximize the product, giving \(\tfrac32(\sqrt3/2)^3=0.974\). The determinant vanishes for a trans pair, since d orbitals do not distinguish \(\mathbf l\) from \(-\mathbf l\). Metal p orbitals do, and in the bent fragment they can lift this zero, though not for every position of the third ligand. For parallel rings the zero remains, because the filled ring orbitals already engage \(p_y\) and \(p_z\).

For ligands at \(-60^\circ\), \(0^\circ\) and \(60^\circ\), the sum of \(\mathbf a\mathbf a^T\) is diagonal with entries \(\tfrac34,\tfrac98,\tfrac98\). Thus \(b_2\) rises to \(-0.068+2(1.125)=2.182\) eV, and the \(a_1\) levels to 1.907 and 2.372 eV. In this second-order model all three equatorial levels now lie above the two odd ones.

A fourth equatorial vector lies in the same three-dimensional space and adds no independent d combination. Including s and p does not raise the limit: six ring donors and three ligands already engage all nine valence orbitals when their couplings are independent. For the three-ligand arrangement above, the smallest singular overlap is 0.261, so they are.

With \(k\) ligands and the remaining \(3-k\) orbitals doubly filled, the electron count is

\[
12+2k+2(3-k)=18 .
\]

This gives \(d^4\), \(d^2\) and \(d^0\) for one, two and three ligands. Two metal electrons fewer, with the rest paired, leave one empty acceptor orbital in the equatorial set: a \(d^0\) fragment with two simple \(\sigma\) donors has 16 electrons and one vacancy. The numerical output below lists the parameters and levels.

## Computed results

```
Angle theta = 140.0 deg; ring radius 1.20, height 2.00 angstrom
Coupling factor 6.0 eV; carbon level -2.0 eV; Hueckel beta -3.0 eV
Metal levels: d 0.0, s 3.0, p 6.0 eV
Exponents: metal s,p 0.1, d 0.4, carbon p 0.3, ligand s 0.3 bohr^-2
Ring levels a1, e1, e2 = -8.000, -3.854, 2.854 eV
e_sigma, e_pi, e_delta = 0.1556, 0.6519, -0.1251 eV
Parallel rings: d(x2) 0.3112, d(yz),d(z2-y2) -0.2502, d(xz),d(xy) 1.3038 eV
a1 matrix: Haa 0.6130, Hbb -0.0839, Hab -0.2311 eV
Second order, even: 1a1 -0.1536, b2 -0.0684, 2a1 0.6827 eV
Second order, odd: b1 0.8357, a2 1.1220 eV
1a1 coefficients: d(x2) 0.2887, d(z2-y2) 0.9574
2a1 meets b1 at theta = 135.89 deg (second order, d only)
Error ratio on halving the coupling = 15.89
Exact d only, even: a1 -0.1417 eV, metal weight 0.925, d weight 0.925
Exact d only, even: b2 -0.0613 eV, metal weight 0.897, d weight 0.897
Exact d only, even: a1 0.5999 eV, metal weight 0.892, d weight 0.892
Exact d only, odd: b1 0.7017 eV, metal weight 0.856, d weight 0.856
Exact d only, odd: a2 0.8923 eV, metal weight 0.821, d weight 0.821
Exact s,p,d, even: a1 -0.1627 eV, metal weight 0.932, d weight 0.929
Exact s,p,d, even: b2 -0.0972 eV, metal weight 0.913, d weight 0.909
Exact s,p,d, even: a1 0.4721 eV, metal weight 0.928, d weight 0.901
Exact s,p,d, odd: b1 0.7016 eV, metal weight 0.856, d weight 0.856
Exact s,p,d, odd: a2 0.8923 eV, metal weight 0.821, d weight 0.821
Donor-free metal orbitals: a1 2.000, b2 1.000, odd 0.000
Smallest singular overlap, 6 ring donors = 0.3131
Smallest singular overlap, 6 ring + 3 ligand donors = 0.2609
Largest three-ligand determinant = 0.9743 at spacing 60.0 deg
Overlap share lost at 45 deg out of plane = 0.750
Preferred L-M-L angle of the a1 pair = 79.98 deg
Ligand parameter = 2.0 eV; ligand distance 1.80 angstrom
0 ligands (phi/deg: none): -0.1536, -0.0684, 0.6827 eV
1 ligands (phi/deg: 0.0): -0.0684, 0.1570, 2.3721 eV
2 ligands (phi/deg: -40.0, 40.0): -0.1536, 1.7736, 2.8407 eV
3 ligands (phi/deg: -60.0, 0.0, 60.0): 1.9069, 2.1816, 2.3722 eV
```
